# The split-off hole mass in narrow-gap zinc-blende semiconductors

A zinc-blende crystal has its conduction edge \(\Gamma_6\) at energy \(E_g>0\), its upper valence edge \(\Gamma_8\) at energy zero and its split-off edge \(\Gamma_7\) at \(-\Delta\), all at \(\mathbf k=0\). The heavy and light holes belong to \(\Gamma_8\), the split-off holes to \(\Gamma_7\). Hole masses are counted positive, so that near the lower edge

\[
E_{so}(\mathbf k)=-\Delta-\frac{\hbar^2k^2}{2m_{so}}+O(k^4).
\]

The Luttinger parameter \(\gamma_1\) describes the \(\Gamma_8\) bands, whose two branches are

\[
E_\pm=-\frac{\hbar^2}{2m}\left[\gamma_1k^2\mp R(\mathbf k)\right],
\]

where \(R\) is of second degree in \(k\) and contains \(\gamma_2\) and \(\gamma_3\). The mean of the two branches is \(-\hbar^2\gamma_1k^2/2m\), so \(\gamma_1\) is the mean of the heavy- and light-hole values of \(m/m_h\) in any direction. The problem is to find what \(\gamma_1\) says about \(m_{so}\).

The basis at \(\mathbf k=0\) consists of a real s-like function \(S\) and three real p-like functions \(X,Y,Z\), each with two spin states. The Hamiltonian for the periodic part of the Bloch function contains \(\hbar^2k^2/2m\), the coupling \((\hbar/m)\mathbf k\cdot\mathbf p\), and the spin-orbit term, which is taken at \(\mathbf k=0\) and within \(X,Y,Z\). The momentum matrix element is written as

\[
P=-\frac{i\hbar}{m}\langle S|p_x|X\rangle,\qquad E_P=\frac{2mP^2}{\hbar^2},
\]

so that \(\langle S|H|X_i\rangle=iPk_i\) and \(P^2=(\hbar^2/2m)E_P\).

## (a) Eliminating the conduction band

**Show that the spin-orbit term has the stated edges. Then eliminate \(S\) and find the matrix it adds to the valence block at energy \(E\).**

Let \((L_i)_{jk}=-i\varepsilon_{ijk}\) be the angular momentum matrices, in units of \(\hbar\), in the basis \(X,Y,Z\). The spin-orbit term, with its zero moved to the upper edge, is

\[
H_{so}=\frac{\Delta}{3}\left(\mathbf L\cdot\boldsymbol\sigma-1\right).
\]

With \(\mathbf s=\boldsymbol\sigma/2\) and \(\mathbf J=\mathbf L+\mathbf s\),

\[
\mathbf L\cdot\boldsymbol\sigma=2\,\mathbf L\cdot\mathbf s=\mathbf J^2-\mathbf L^2-\mathbf s^2=j(j+1)-2-\tfrac34 .
\]

This equals \(1\) for \(j=3/2\) and \(-2\) for \(j=1/2\). Hence \(H_{so}\) is \(0\) on four states, which form \(\Gamma_8\), and \(-\Delta\) on two states, which form \(\Gamma_7\).

Momentum has no matrix elements among \(X,Y,Z\). For real functions \(\langle X|p_y|Z\rangle=-\langle Z|p_y|X\rangle\), while tetrahedral symmetry makes the two equal, so both vanish; the remaining elements vanish by symmetry as well. The valence block therefore has no term linear in \(k\) in this model.

Let \(c_S\) and \(c_i\) be the amplitudes of an eigenstate, each a two-component spinor. The row for \(S\) reads

\[
\left(E-E_g-\frac{\hbar^2k^2}{2m}\right)c_S=iP\sum_jk_jc_j .
\]

In the valence row for \(X_i\) the conduction band enters through the conjugate element \(-iPk_i\). Dropping \(\hbar^2k^2/2m\) beside \(E-E_g\), which changes the result only at order \(k^4\), gives

\[
-iPk_i\,c_S=(-i)(i)\frac{P^2k_i}{E-E_g}\sum_jk_jc_j=\sum_jD^S_{ij}(E)\,c_j,
\]

\[
D^S_{ij}(E)=-\frac{\hbar^2}{2m}\,\frac{E_P\,k_ik_j}{E_g-E}.
\]

The minus sign says that a conduction band above pushes the valence states down, which makes a positive contribution to \(m/m_h\). The matrix does not act on spin. It does depend on the energy \(E\) of the state that is being calculated, and this dependence will separate the two valence edges.

All other bands, together with the free-electron term, add a second spin-independent matrix. Cubic symmetry gives it the form

\[
D^r_{ii}=Ak_i^2+B(k^2-k_i^2),\qquad D^r_{ij}=Ck_ik_j\quad(i\ne j).
\]

For now \(A,B,C\) are taken as constants, the same at both valence edges. This is the assumption of the eight-band model, and part (f) examines it.

## (b) What each edge sees of a spin-independent matrix

**Let \(D\) be any real symmetric \(3\times3\) matrix acting on \(X,Y,Z\) and not on spin. Find its projection on \(\Gamma_7\) and its average over \(\Gamma_8\).**

The two \(\Gamma_7\) states can be written with one spinor \(\chi\) of unit length:

\[
|\psi_\chi\rangle=\frac1{\sqrt3}\sum_i|X_i\rangle\,\sigma_i\chi .
\]

For spin up this is \([\,|Z\rangle{\uparrow}+(|X\rangle+i|Y\rangle){\downarrow}\,]/\sqrt3\). To check that it belongs to \(\Gamma_7\), apply \(\mathbf L\cdot\boldsymbol\sigma\). Apart from the factor \(1/\sqrt3\), component \(j\) becomes

\[
\sum_{ik}(-i\varepsilon_{ijk})\sigma_i\sigma_k\chi
=\sum_{ikl}(-i\varepsilon_{ijk})(i\varepsilon_{ikl})\sigma_l\chi
=\sum_{ikl}\varepsilon_{ijk}\varepsilon_{ikl}\,\sigma_l\chi .
\]

Here \(\sigma_i\sigma_k=\delta_{ik}+i\sum_l\varepsilon_{ikl}\sigma_l\) was used; the \(\delta_{ik}\) part drops out because \(\varepsilon_{iji}=0\). Since \(\varepsilon_{ikl}=-\varepsilon_{ilk}\),

\[
\sum_{ik}\varepsilon_{ijk}\varepsilon_{ikl}=-\sum_{ik}\varepsilon_{ijk}\varepsilon_{ilk}=-2\delta_{jl}.
\]

The eigenvalue is \(-2\), as required for \(j=1/2\). The projection of \(D\) is then

\[
\langle\psi_{\chi'}|D|\psi_\chi\rangle
=\frac13\sum_{ij}D_{ij}\,\chi'^\dagger\sigma_i\sigma_j\chi
=\frac13\sum_{ij}D_{ij}\,\chi'^\dagger\Big(\delta_{ij}+i\sum_l\varepsilon_{ijl}\sigma_l\Big)\chi .
\]

The second term vanishes because \(D_{ij}\) is symmetric and \(\varepsilon_{ijl}\) antisymmetric in \(i,j\). Therefore

\[
\langle\psi_{\chi'}|D|\psi_\chi\rangle=\frac{\operatorname{Tr}D}{3}\,\chi'^\dagger\chi .
\]

A split-off state holds \(X\), \(Y\) and \(Z\) with equal weight and sees only the mean of the three diagonal elements.

The trace of \(D\) over all six states, spin included, is \(2\operatorname{Tr}D\). The \(\Gamma_7\) pair takes \(\tfrac23\operatorname{Tr}D\), so the average over the four \(\Gamma_8\) states is

\[
\frac14\left(2-\frac23\right)\operatorname{Tr}D=\frac{\operatorname{Tr}D}{3}.
\]

The same matrix gives the same mean at both edges. Any difference between \(\gamma_1\) and \(m/m_{so}\) at order \(k^2\) must come from a difference between the matrices themselves.

## (c) The two edge masses

**Express \(\gamma_1\) and \(m/m_{so}\) through \(E_P\), \(E_g\), \(\Delta\) and one remote-band constant. Eliminate that constant.**

The trace of the remote matrix is \((A+2B)k^2\). Define

\[
\gamma_1'=-\frac{2m}{\hbar^2}\,\frac{A+2B}{3}.
\]

The free-electron term alone has \(A=B=\hbar^2/2m\) and contributes \(-1\) to \(\gamma_1'\). With \(\sum_ik_i^2=k^2\), the total matrix \(D=D^r+D^S\) has

\[
\frac{\operatorname{Tr}D(E)}{3}=-\frac{\hbar^2k^2}{2m}\left[\gamma_1'+\frac{E_P}{3(E_g-E)}\right].
\]

For a state that starts at \(\Gamma_8\), the energy is \(E=O(k^2)\). Replacing \(E\) by zero inside \(D\), which is already of order \(k^2\), makes an error of order \(k^4\). The average over \(\Gamma_8\) is by definition \(-\hbar^2\gamma_1k^2/2m\), so

\[
\gamma_1=\gamma_1'+\frac{E_P}{3E_g}.
\]

For a state that starts at \(\Gamma_7\), the energy is \(E=-\Delta+O(k^2)\), and the distance to the conduction band is \(E_g+\Delta\):

\[
\frac{m}{m_{so}}=\gamma_1'+\frac{E_P}{3(E_g+\Delta)}.
\]

The matrix \(D\) also connects \(\Gamma_7\) with \(\Gamma_8\). That element is of order \(k^2\), and the levels are \(\Delta\) apart, so it shifts the energies by an amount of order \(k^4/\Delta\) and leaves both edge masses unchanged. It follows that \(m_{so}\) is isotropic and does not contain \(\gamma_2\) or \(\gamma_3\).

Subtracting the first result from the second removes \(\gamma_1'\):

\[
\frac{m}{m_{so}}-\gamma_1=\frac{E_P}{3}\left(\frac1{E_g+\Delta}-\frac1{E_g}\right)
=\frac{E_P}{3}\,\frac{E_g-(E_g+\Delta)}{E_g(E_g+\Delta)},
\]

\[
\boxed{\;\frac{m}{m_{so}}=\gamma_1-\frac{E_P\,\Delta}{3E_g(E_g+\Delta)}\;}
\]

The factors can be checked for \(\mathbf k\) along \(z\), where \(S\) couples to \(Z\) alone. The heavy hole contains no \(Z\), the light hole contains it with weight \(2/3\), and the split-off hole with weight \(1/3\). The conduction band thus contributes \(0\), \(2E_P/3E_g\) and \(E_P/3(E_g+\Delta)\) to the three values of \(m/m_h\). The mean of the first two is \(E_P/3E_g\), in agreement with the general result.

## (d) The six-band model

**A six-band model keeps \(X,Y,Z\) with spin and absorbs the conduction band into constant parameters fitted at \(\Gamma_8\). What split-off mass does it give, and when is the error large?**

Absorbing the conduction band with constants means using \(D^S(E)\) at one fixed energy, here \(E=0\), for all six states. By part (b) the \(\Gamma_7\) projection and the \(\Gamma_8\) average of this one matrix are equal, so

\[
\left(\frac{m}{m_{so}}\right)_{\text{six-band}}=\gamma_1 .
\]

The model has no freedom to give anything else once \(\gamma_1\) is fixed. Its conduction-band part is \(E_P/3E_g\), where the split-off band needs \(E_P/3(E_g+\Delta)\). The part is too large by the factor \((E_g+\Delta)/E_g=1+\Delta/E_g\), and the six-band mass \(m/\gamma_1\) is too small.

If the conduction band is absorbed at \(E=-\Delta\) instead, the six-band matrix gives the correct split-off mass. Diagonalization confirms this, which identifies the single energy denominator as the cause. The price is paid at the other edge: the \(\Gamma_8\) average becomes \(\gamma_1'+E_P/3(E_g+\Delta)\), which is no longer \(\gamma_1\).

The error of the six-band value of \(m/m_{so}\), relative to \(\gamma_1\), is a product of two fractions:

\[
\frac{\gamma_1-m/m_{so}}{\gamma_1}=\frac{E_P/3E_g}{\gamma_1}\cdot\frac{\Delta}{E_g+\Delta}.
\]

The first is the share of \(\gamma_1\) that comes from the conduction band. The second measures how much farther the split-off edge lies from that band. Both must be appreciable for the six-band value to fail badly.

Two limits show the range of behaviour. For \(\Delta\ll E_g\) the correction to \(\gamma_1\) tends to \(-E_P\Delta/3E_g^2\), which vanishes with \(\Delta\). For \(E_g\to0\) at fixed \(\Delta\), \(E_P\) and \(\gamma_1'\), the parameter \(\gamma_1\) grows without bound, while \(m/m_{so}\) tends to the finite value \(\gamma_1'+E_P/3\Delta\). A closing gap makes the light hole light but not the split-off hole.

## (e) InAs, InSb and a wide-gap contrast

**Evaluate both masses for the following inputs. Test how sensitive they are, and compare the parabolas with the eight-band result at one small wave vector.**

The values for InAs and InSb are rough. The third set consists of round model parameters and stands for no material.

| | \(\gamma_1\) | \(E_g\) (eV) | \(\Delta\) (eV) | \(E_P\) (eV) |
|---|---|---|---|---|
| InAs | 20 | 0.42 | 0.39 | 21 |
| InSb | 35 | 0.24 | 0.81 | 23 |
| wide gap | 5 | 3.00 | 0.10 | 20 |

For InAs the correction is

\[
\frac{21\times0.39}{3\times0.42\times0.81}=8.02,\qquad \frac{m}{m_{so}}=20-8.02=11.98,
\]

so \(m_{so}\approx0.084\,m\). The six-band value is \(m/20=0.050\,m\), too small by a factor \(1.67\). For InSb

\[
\frac{23\times0.81}{3\times0.24\times1.05}=24.64,\qquad \frac{m}{m_{so}}=35-24.64=10.36,
\]

so \(m_{so}\approx0.097\,m\), against a six-band value of \(0.029\,m\). The factor is now \(3.38\).

The two fractions of part (d) explain the difference. In InAs the conduction band supplies \(16.67/20=83\%\) of \(\gamma_1\), and \(\Delta/(E_g+\Delta)=48\%\); the product is \(40\%\). In InSb the fractions are \(91\%\) and \(77\%\), with product \(70\%\). In the wide-gap model they are \(44\%\) and \(3\%\), the correction is only \(0.07\), and \(0.203\,m\) differs little from \(0.200\,m\).

Although \(\gamma_1\) differs strongly between InAs and InSb, the split-off masses are similar. The conduction band contributes \(8.64\) and \(7.30\) at the \(\Gamma_7\) edge, since \(E_g+\Delta\) is \(0.81\) and \(1.05\) eV, and the remainders \(\gamma_1'\) are \(3.33\) and \(3.06\).

The result is a difference of large numbers, so errors in the inputs matter. Changing \(\gamma_1\) by \(\pm1\) and \(E_P\) by \(\pm1\) eV moves \(m_{so}\) between \(0.075\,m\) and \(0.094\,m\) in InAs, and between \(0.080\,m\) and \(0.121\,m\) in InSb. These are responses to chosen changes, with \(E_g\) and \(\Delta\) held fixed, and not error bars. In both materials the whole interval lies above the six-band value. These are values of the eight-band model and not measured masses. The commonly tabulated mass of InSb, about \(0.11\,m\), lies inside its interval, but that of InAs, about \(0.14\,m\), lies well above.

At \(k=0.01\) Å\(^{-1}\) along \([001]\), \(\hbar^2k^2/2m=0.381\) meV. The table compares the downward shift of the split-off band from diagonalizing the eight-band matrix with the two parabolas, in meV.

| | eight-band | \(m_{so}\) | \(m/\gamma_1\) |
|---|---|---|---|
| InAs | 4.60 | 4.56 | 7.62 |
| InSb | 3.96 | 3.95 | 13.33 |
| wide gap | 1.90 | 1.88 | 1.90 |

Along \([001]\) the parabola with the derived mass follows the band to about \(1\%\) or better in InAs and InSb. In the wide-gap model the parabola with \(m/\gamma_1\) happens to lie closer. The cause is the \(k^4\) term left out of the edge mass. Along \([001]\) the element of \(D\) between the light hole, \([\,2|Z\rangle{\uparrow}-(|X\rangle+i|Y\rangle){\downarrow}\,]/\sqrt6\), and the split-off state is

\[
\frac{2D_{zz}-D_{xx}-D_{yy}}{\sqrt{18}}=\frac{\sqrt2}{3}(D_{zz}-D_{xx}),\qquad D_{zz}-D_{xx}=-6\gamma_2\frac{\hbar^2k^2}{2m}.
\]

The second relation holds because the light and heavy holes have \(m/m_h=\gamma_1\pm2\gamma_2\) along this axis, and their energies are \((2D_{zz}+D_{xx})/3\) and \(D_{xx}\). For the split-off band \(D\) should be taken at \(E=-\Delta\), but here \(\Delta\ll E_g\) and its value at \(E=0\) is close enough. Second-order perturbation theory then pushes the split-off band down by about

\[
\frac{8\gamma_2^2}{\Delta}\left(\frac{\hbar^2k^2}{2m}\right)^2 .
\]

The calculation used a remote part \(0.2\) of \(\gamma_2\), and the conduction band adds \(E_P/6E_g=1.11\), a quarter of the difference \(2E_P/3E_g\) that it makes between the light- and heavy-hole values of \(m/m_h\). With \(\gamma_2=1.31\) and \(\Delta=100\) meV the shift is \(8\times1.31^2\times0.381^2/100=0.02\) meV. This covers most of the gap between the two parabolas, \(0.072\times0.381=0.027\) meV. The agreement of \(m/\gamma_1\) at this \(k\) is thus accidental; as \(k\to0\) the \(k^4\) term dies out faster and the derived mass is the right one.

## (f) Remote bands

**The remote constants were taken as equal at both edges. Estimate the error for a p-like conduction set at energy \(E'\) with no spin-orbit splitting of its own.**

Let the set be \(C_1,C_2,C_3\). Tetrahedral symmetry allows the coupling

\[
\langle X_i|H|C_j\rangle=iQ\sum_l|\varepsilon_{ijl}|k_l,\qquad E_Q=\frac{2mQ^2}{\hbar^2}.
\]

Elimination at energy \(E\) proceeds as in part (a) and adds a matrix with the trace

\[
\operatorname{Tr}D^Q=-\frac{\hbar^2}{2m}\frac{E_Q}{E'-E}\sum_{ij}\Big(\sum_l|\varepsilon_{ijl}|k_l\Big)^2
=-\frac{\hbar^2}{2m}\frac{2E_Qk^2}{E'-E}.
\]

The sum is \(2k^2\) because each \(k_l^2\) occurs for two ordered pairs \((i,j)\). Dividing by three, the set adds \(2E_Q/3E'\) to \(\gamma_1\) but \(2E_Q/3(E'+\Delta)\) to \(m/m_{so}\). The boxed formula therefore misses the term

\[
\delta\left(\frac{m}{m_{so}}\right)=-\frac{2E_Q\,\Delta}{3E'(E'+\Delta)} .
\]

With the model values \(E'=4\) eV and \(E_Q=15\) eV this is \(-0.22\) for InAs and \(-0.42\) for InSb, or \(2\%\) and \(4\%\) of \(m/m_{so}\). It raises the mass slightly and is small beside the corrections \(-8.02\) and \(-24.64\), because \(E'\) is much larger than \(E_g\).

In the wide-gap model the missing term is \(-0.06\), nearly as large as the correction \(-0.07\) that the formula keeps. There the formula removes only about half of the error made by setting \(m/m_{so}=\gamma_1\), though even the whole error, \(0.13\), is small beside \(\gamma_1=5\). The formula is useful when the lowest conduction band dominates the change between the two edges. With the inputs used here this holds for InAs and InSb, where the formula removes most of the six-band error. The \(2\%\) and \(4\%\) belong to this one unsplit model set and are not the accuracy of the formula for the real crystals. If the set is split into \(\Gamma_7\) at \(E'_7\) and \(\Gamma_8\) at \(E'_8\), it adds \(\tfrac13E_Q(1/E'_7+1/E'_8)\) to \(\gamma_1\) and \(2E_Q/3(E'_8+\Delta)\) to \(m/m_{so}\). For \(E'_7=3.70\) eV and \(E'_8=4.15\) eV the missed term grows to \(-0.35\) and \(-0.54\).

Spin-orbit coupling between valence and remote states, which can also make \(E_P\) differ between the two valence edges, is outside this estimate. So are small \(k\)-linear terms in \(\Gamma_8\). The p-like set used here does not produce them, but spin-orbit coupling to remote states of another symmetry can, for example to a d-like pair \(3z^2-r^2\), \(x^2-y^2\). The numerical output lists the values for all three parameter sets.

## Numbers as computed

```
hbar^2/2m = 3.8100 eV A^2
remote parameters gamma2', gamma3' = 0.2, 1.0
remote set: E_remote = 4.0 eV, E_Q = 15.0 eV
InAs: gamma1 = 20, Eg = 0.42 eV
  Delta = 0.39 eV, E_P = 21 eV
  Delta/Eg = 0.929
  E_P/(3 Eg) = 16.67
  E_P/(3 (Eg+Delta)) = 8.64
  gamma1' = 3.33
  correction to gamma1 = -8.02
  m/m_so formula = 11.975, diagonalized = 11.975
  m_so = 0.0835 m
  six-band 1/gamma1 = 0.0500 m
  m_so / six-band value = 1.67
  m_so range, gamma1 +-1, E_P +-1 eV: 0.075 to 0.094 m
  remote-set shift of m/m_so = -0.222
  gamma1 of bare 14-band model = 18.17
  so shift at k = 0.01 1/A, 8-band: 4.60 meV
    parabola with m_so: 4.56 meV
    parabola with 1/gamma1: 7.62 meV
InSb: gamma1 = 35, Eg = 0.24 eV
  Delta = 0.81 eV, E_P = 23 eV
  Delta/Eg = 3.375
  E_P/(3 Eg) = 31.94
  E_P/(3 (Eg+Delta)) = 7.30
  gamma1' = 3.06
  correction to gamma1 = -24.64
  m/m_so formula = 10.357, diagonalized = 10.357
  m_so = 0.0966 m
  six-band 1/gamma1 = 0.0286 m
  m_so / six-band value = 3.38
  m_so range, gamma1 +-1, E_P +-1 eV: 0.080 to 0.121 m
  remote-set shift of m/m_so = -0.421
  gamma1 of bare 14-band model = 33.44
  so shift at k = 0.01 1/A, 8-band: 3.96 meV
    parabola with m_so: 3.95 meV
    parabola with 1/gamma1: 13.33 meV
wide-gap model: gamma1 = 5, Eg = 3.00 eV
  Delta = 0.10 eV, E_P = 20 eV
  Delta/Eg = 0.033
  E_P/(3 Eg) = 2.22
  E_P/(3 (Eg+Delta)) = 2.15
  gamma1' = 2.78
  correction to gamma1 = -0.07
  m/m_so formula = 4.928, diagonalized = 4.928
  m_so = 0.2029 m
  six-band 1/gamma1 = 0.2000 m
  m_so / six-band value = 1.01
  remote-set shift of m/m_so = -0.061
  gamma1 of bare 14-band model = 3.72
  so shift at k = 0.01 1/A, 8-band: 1.90 meV
    parabola with m_so: 1.88 meV
    parabola with 1/gamma1: 1.90 meV
```
